\section*{Comment on inferring ferroelectric enhancement from a giant superlattice permittivity}

\section{The argument under review}

The argument concerns a superlattice of two alternating layers, measured with the field along the stacking axis. Its steps are these.
\begin{enumerate}
\item The lattice permittivities of the separate layers are 200 and 300. Layers in series must give a value between the two.
\item The low-frequency permittivity of the superlattice is near 1200.
\item At fixed measuring frequency this permittivity passes through a maximum as the temperature is raised.
\item Therefore the coupling between the layers has enhanced the ferroelectric response of the lattice.
\end{enumerate}
The figures are illustrative and belong to no named material. I accept steps 2 and 3 as observations and ask whether step 4 follows. The weak point is step 1, which assumes that no charge moves through either layer. Suppose that one layer conducts and the other blocks. How large can the permittivity then become with both lattice responses unchanged?

\section{The series rule with conduction}

I use atomic units, $D=E+4\pi P$, and the time factor $e^{-i\omega t}$. Layer $j$ has thickness $d_j$, fixed positive lattice permittivity $\varepsilon_j$ and conductivity $\sigma_j$. The period is $L=d_1+d_2$ and $f_j=d_j/L$. Layer 1 is the barrier and layer 2 the conductor. The response is linear, and the electrodes add no polarization of their own.

Gauss's law, $\partial_xD=4\pi\rho$, and charge conservation, $\partial_t\rho+\partial_xJ=0$, give $\partial_x(J+\partial_tD/4\pi)=0$. The total current is therefore the same in every layer. With $J=\sigma_jE_j$ it equals
\begin{equation}
\sigma_jE_j-\frac{i\omega}{4\pi}\varepsilon_jE_j=-\frac{i\omega}{4\pi}\,\tilde\varepsilon_jE_j,
\qquad \tilde\varepsilon_j=\varepsilon_j+\frac{4\pi i\sigma_j}{\omega}.
\end{equation}
Hence $\mathcal D=\tilde\varepsilon_jE_j$ is uniform. The measured permittivity is $\varepsilon=\mathcal D/\bar E$ with $\bar E=f_1E_1+f_2E_2$, so
\begin{equation}
\frac1\varepsilon=\frac{f_1}{\tilde\varepsilon_1}+\frac{f_2}{\tilde\varepsilon_2}.
\label{series}
\end{equation}
For $\sigma_1=\sigma_2=0$ this is a weighted mean of $1/\varepsilon_1$ and $1/\varepsilon_2$, and step 1 holds. Otherwise put $s=-i\omega$ and $g_j=4\pi\sigma_j$. Since $i/\omega=1/s$, we have $\tilde\varepsilon_j=(s\varepsilon_j+g_j)/s$ and
\begin{equation}
\varepsilon=\frac{(s\varepsilon_1+g_1)(s\varepsilon_2+g_2)}{s(sp+q)},\quad
p=f_1\varepsilon_2+f_2\varepsilon_1,\quad q=f_1g_2+f_2g_1 .
\end{equation}
This splits into a constant and two simple poles. The constant is the limit of large $s$, $\varepsilon_\infty=\varepsilon_1\varepsilon_2/p$. The pole at $s=0$ contributes $g_1g_2/(qs)$. At the other pole, $s=-q/p$, the factors of the numerator are
\begin{align}
s\varepsilon_1+g_1&=\frac{g_1p-q\varepsilon_1}{p}=-\frac{f_1(\varepsilon_1g_2-\varepsilon_2g_1)}{p},\\
s\varepsilon_2+g_2&=\frac{g_2p-q\varepsilon_2}{p}=+\frac{f_2(\varepsilon_1g_2-\varepsilon_2g_1)}{p}.
\end{align}
Their product divided by $s=-q/p$ is $B=f_1f_2(\varepsilon_1g_2-\varepsilon_2g_1)^2/(pq)$, and the pole term is $B/(sp+q)=(B/q)/(1+sp/q)$. The factors $4\pi$ cancel in $B/q$. Altogether
\begin{equation}
\varepsilon=\varepsilon_\infty+\frac{\Delta\varepsilon}{1-i\omega\tau}+\frac{4\pi i\sigma_{\rm dc}}{\omega},
\label{debye}
\end{equation}
\begin{equation}
\Delta\varepsilon=\frac{f_1f_2(\varepsilon_1\sigma_2-\varepsilon_2\sigma_1)^2}{p\,(f_1\sigma_2+f_2\sigma_1)^2},\quad
\tau=\frac{p}{4\pi(f_1\sigma_2+f_2\sigma_1)},\quad
\sigma_{\rm dc}=\frac{\sigma_1\sigma_2}{f_1\sigma_2+f_2\sigma_1}.
\end{equation}

This is Maxwell--Wagner polarization: charge collects at the interfaces because the layers pass different currents. Conduction alone does not suffice. If $\sigma_1/\varepsilon_1=\sigma_2/\varepsilon_2$, no interface charge is needed and the step vanishes.

\section{How large the plateau can be}

The low-frequency real part is the term of order $s^0$ in the expansion of $\varepsilon$ about $s=0$:
\begin{align}
\varepsilon_\infty+\Delta\varepsilon
&=\frac{\varepsilon_1g_2+\varepsilon_2g_1}{q}-\frac{g_1g_2\,p}{q^2}
=\frac{f_1\varepsilon_1g_2^2+f_2\varepsilon_2g_1^2}{q^2}\nonumber\\
&=\frac{\varepsilon_1}{f_1}u^2+\frac{\varepsilon_2}{f_2}v^2,
\qquad u=\frac{f_1g_2}{q},\quad v=\frac{f_2g_1}{q}.
\end{align}
The second form follows on multiplying the first fraction by $q/q$, after which the terms in $g_1g_2$ cancel. Since $u,v\ge0$ and $u+v=1$, we have $u^2+v^2\le1$. The plateau therefore cannot exceed the larger of $\varepsilon_1/f_1$ and $\varepsilon_2/f_2$.

For an insulating barrier, $\sigma_1=0$, we have $u=1$ and the plateau is $\varepsilon_1/f_1$. The conductor has screened its interior, so the whole voltage falls across the barriers. The value exceeds both layer permittivities if $f_1<1$ and $f_1<\varepsilon_1/\varepsilon_2$.

Take $d_1=40$~\AA, $d_2=360$~\AA, $\varepsilon_1=200$, $\varepsilon_2=300$ and $\hbar\sigma_2=10^{-8}$~eV. Then $f_1=0.1$, $p=0.1\cdot300+0.9\cdot200=210$, and
\begin{equation}
\varepsilon_\infty=\frac{200\cdot300}{210}=285.7,\qquad
\frac{\varepsilon_1}{f_1}=\frac{200}{0.1}=2000 .
\end{equation}
The relaxation rate is $\hbar/\tau=4\pi\cdot0.1\cdot10^{-8}/210=5.98\times10^{-11}$~eV, or 14.5~kHz. With $\varepsilon_1=10$ instead, the plateau would be 100, below $\varepsilon_2$. A blocking layer thus does not guarantee a giant value.

A slight leak hardly shows in the real part. At $\hbar\omega=10^{-12}$~eV, raising $\hbar\sigma_1$ from zero to $10^{-12}$~eV changes it from 1999.5 to 1995.9, while the imaginary part rises from 29 to 154. The increase is the last term of (\ref{debye}): $\hbar\sigma_{\rm dc}\approx\hbar\sigma_1/f_1=10^{-11}$~eV gives $4\pi\cdot10\approx126$.

\section{Which charges carry the polarization}

Step 4 is a statement about the lattice, so the lattice part must be separated from the rest. Consider blocking barriers in the static limit. Each conducting layer stays neutral but contains a charge density $\rho(x)$, interface sheets included, with dipole moment per area $m=\int_0^{d_2}x\rho\,dx$. In the barrier $D=\mathcal D$. In the conductor $D(x)=\mathcal D+4\pi\int_0^x\rho\,dx'$, and exchanging the order of integration gives
\begin{equation}
\int_0^{d_2}D\,dx=\mathcal Dd_2+4\pi\int_0^{d_2}(d_2-x)\rho\,dx=\mathcal Dd_2-4\pi m .
\end{equation}
The average of $D$ over a period is thus $\mathcal D-4\pi m/L$. It also equals $f_1\varepsilon_1E_1+f_2\varepsilon_2E_2$, where $E_2$ now means the average field in layer 2. Dividing by $\bar E$ and subtracting one,
\begin{equation}
\varepsilon-1=\sum_jw_j(\varepsilon_j-1)+\frac{4\pi m}{L\bar E},\qquad
w_j=\frac{f_jE_j}{\bar E},\quad w_1+w_2=1 .
\label{parts}
\end{equation}
The sum is the lattice part and the last term belongs to transported carriers. If neither $w_j$ is negative, the lattice part cannot exceed the larger $\varepsilon_j-1$. Everything above that is carrier displacement.

For sharp interface charge $E_2=0$ and $w_1=1$. The lattice part is $\varepsilon_1-1=199$, and the carrier part is $\varepsilon_1/f_1-\varepsilon_1=f_2\varepsilon_1/f_1=1800$.

\section{Thin layers: the charge is not a sheet}

The plateau of 2000 is too high for the quoted 1200, and a superlattice gives a reason to doubt the sharp limit: its layers may not be thick compared with the screening length. Let layer 2 hold one mobile species of unit charge and mean density $n$ on a fixed neutralizing background, with Boltzmann statistics and voltages small compared with $kT$. If the mobility is $\mu$, then $\sigma_2=n\mu$, and the Einstein relation gives the diffusion coefficient $\mu kT=\sigma_2kT/n$. To first order in the field, and with $\rho=\varepsilon_2E'/4\pi$,
\begin{equation}
J=\sigma_2E-\frac{\sigma_2kT}{n}\rho'=\sigma_2\left(E-\lambda^2E''\right),\qquad
\lambda^2=\frac{\varepsilon_2kT}{4\pi n}.
\end{equation}
Uniform total current now reads $\varepsilon_2E+(4\pi i/\omega)J=\mathcal D$, that is,
\begin{equation}
\tilde\varepsilon_2E-\frac{4\pi i\sigma_2}{\omega}\lambda^2E''=\mathcal D .
\end{equation}
With $x$ measured from the middle of the layer, blocking interfaces require $J=0$, hence $\varepsilon_2E=\mathcal D$, at $x=\pm d_2/2$. The solution is
\begin{equation}
\frac{E}{\mathcal D}=\frac1{\tilde\varepsilon_2}+\left(\frac1{\varepsilon_2}-\frac1{\tilde\varepsilon_2}\right)\frac{\cosh\kappa x}{\cosh(\kappa d_2/2)},\qquad
\kappa^2=\frac{\omega\tilde\varepsilon_2}{4\pi i\sigma_2\lambda^2}=\frac{1-i\omega\varepsilon_2/4\pi\sigma_2}{\lambda^2}.
\end{equation}
Integrating over layer 2 and adding the barrier voltage $\mathcal Dd_1/\varepsilon_1$ gives
\begin{equation}
\frac L\varepsilon=\frac{d_1}{\varepsilon_1}+\frac{d_2}{\tilde\varepsilon_2}
+\left(\frac1{\varepsilon_2}-\frac1{\tilde\varepsilon_2}\right)\frac2\kappa\tanh\frac{\kappa d_2}2 .
\label{screened}
\end{equation}
As $\omega\to0$, $1/\tilde\varepsilon_2\to0$ and $\kappa\to1/\lambda$, so
\begin{equation}
\frac1{\varepsilon_s}=\frac{f_1}{\varepsilon_1}+\frac{2\lambda}{L\varepsilon_2}\tanh\frac{d_2}{2\lambda}.
\label{static}
\end{equation}
For $\lambda\gg d_2$ the last term becomes $f_2/\varepsilon_2$ and $\varepsilon_s$ falls to $\varepsilon_\infty$: the carriers cannot screen. For $\lambda\ll d_2$ the hyperbolic tangent is one, and the sharp plateau is recovered if also $2\lambda\varepsilon_1/\varepsilon_2\ll d_1$. This second condition can fail when the first holds.

It does so here. For $n=10^{-4}$~\AA$^{-3}$ and $kT=0.025$~eV, $\lambda=20.4$~\AA, far below $d_2$, but $2\lambda\varepsilon_1/\varepsilon_2=27$~\AA{} is comparable with $d_1=40$~\AA. The two terms of (\ref{static}) are $5.00\times10^{-4}$ and $3.39\times10^{-4}$, so $\varepsilon_s\approx1190$, the size reported in step 2. Boltzmann statistics at this density suits ions or hopping carriers that fill only a small part of their available sites. It does not suit free electrons of mass one: their effective density of states, $2(kT/2\pi)^{3/2}$ in atomic units, is only $2.4\times10^{-5}$~\AA$^{-3}$ at this temperature. They would be degenerate, with a longer screening length and a lower plateau.

The static field, proportional to $\cosh(x/\lambda)$, is nowhere reversed, so the bound on the lattice part applies. From $E_1=\mathcal D/\varepsilon_1$, $w_1=f_1\varepsilon_s/\varepsilon_1=0.596$, and the lattice part of $\varepsilon_s-1$ is $0.596\cdot199+0.404\cdot299\approx239$. The carriers supply 951, or 80 percent.

The loss peak lies at $1.07\times10^{-10}$~eV (25.9~kHz), above the sharp-interface rate. To see why, set $\kappa\approx1/\lambda$ and $\tanh\approx1$ in (\ref{screened}):
\begin{equation}
\frac1\varepsilon\approx\frac1{\varepsilon_s}+\frac{f_b}{\tilde\varepsilon_2},\qquad f_b=f_2-\frac{2\lambda}L .
\end{equation}
The pole is at $\tilde\varepsilon_2=-f_b\varepsilon_s$. With $\tilde\varepsilon_2=\varepsilon_2+4\pi\sigma_2/s$ this gives the rate
\begin{equation}
-s=\frac{4\pi\sigma_2}{\varepsilon_2+f_b\varepsilon_s}.
\label{rate}
\end{equation}
A smaller plateau needs less transported charge and is reached sooner. The estimate is $1.00\times10^{-10}$~eV, 6 percent below the computed peak. It neglects $\omega\varepsilon_2/4\pi\sigma_2$, which is about 0.26 at the peak.

A finite-volume solution of the carrier equations was tested against (\ref{screened}) at four frequencies and against (\ref{static}) at four periods; they agree within 0.2 percent. The numerical output lists the static value from both methods for $L=400$~\AA.

\section{The maximum in temperature}

Step 3 seems to favour a ferroelectric origin. Keep $\varepsilon_1$, $\varepsilon_2$ and $n$ constant, however, and let the mobility be activated, so that $\sigma_2\propto e^{-E_a/kT}$ with $E_a=0.30$~eV. At $\hbar\omega=10^{-11}$~eV, equation (\ref{screened}) gives
\begin{center}
\begin{tabular}{lccccccc}
$kT$ (eV) & 0.0150 & 0.0175 & 0.0200 & 0.0225 & 0.0250 & 0.0275 & 0.0300\\
$\mathrm{Re}\,\varepsilon$ & 286 & 290 & 484 & 1108 & 1184 & 1168 & 1147
\end{tabular}
\end{center}
There is a maximum although no lattice property depends on temperature. On the cold side the carriers are too slow and the value is $\varepsilon_\infty$. On the warm side they follow the field and the value approaches $\varepsilon_s$, which itself falls on heating: $\lambda$ grows as $\sqrt{kT}$, and $\lambda\tanh(d_2/2\lambda)$ grows with $\lambda$. The maximum is shallow: a steep rise followed by a fall of only 3 percent between $kT=0.025$ and $0.030$~eV. The slow fall depends on constant $n$. If $n$ rose faster than $kT$, $\lambda$ would shrink and $\varepsilon_s$ would rise. For $n\propto e^{-E_n/kT}$ this happens as long as $kT<E_n$, so an activation of the density by 0.05~eV already removes the maximum from the range of the table.

The maximum lies at $kT=0.0248$~eV for $\hbar\omega=10^{-11}$~eV and at $0.0210$~eV for $10^{-12}$~eV. Slower measurement lets colder carriers follow. The loss peak moves from $2.02\times10^{-11}$~eV at $kT=0.022$~eV to $3.98\times10^{-10}$~eV at $0.028$~eV, so the apparent activation energy is
\begin{equation}
\frac{\ln(39.79/2.022)}{1/0.022-1/0.028}\ \mathrm{eV}=\frac{2.980}{9.740}\ \mathrm{eV}=0.306\ \mathrm{eV}.
\end{equation}
The small excess over $E_a$ has the sign expected from (\ref{rate}), where $f_b\varepsilon_s$ decreases on heating and adds to the growth of the rate.

\section{What may be concluded}

Step 4 does not follow. The observations in steps 2 and 3, as stated, are compatible with unchanged lattice permittivities of 200 and 300. The model gives only a shallow maximum, and only for a nearly constant carrier density; a sharp peak with a steep fall on the warm side is not explained by it. They do not exclude enhancement either. An enhanced $\varepsilon_1$ would enter the plateau through $\varepsilon_1/f_1$, so both effects can be present. Step 1 also needs positive permittivities. If a ferroelectric layer were held in a state with $\varepsilon_2<0$ and the stack remained stable, then $1/\varepsilon=f_1/\varepsilon_1-f_2/|\varepsilon_2|$ could be small and positive without any conduction. That would be an intrinsic enhancement. With the $f_1$ and $\varepsilon_1$ of the example it needs $|\varepsilon_2|>1800$ and gives $\varepsilon>\varepsilon_1/f_1=2000$; a value near 1200 would instead need the thin layer to be the negative one, with $\varepsilon_1\approx-46$ and $\varepsilon_2=300$.

The shape of the spectrum cannot decide the matter. For $\sigma_1=0$, (\ref{debye}) is the same function of frequency as that of a uniform medium whose own dipoles relax with strength $\Delta\varepsilon$ and time $\tau$. With a finite screening length the spectrum of the example departs slightly from this form, but dipoles with a spread of relaxation times could reproduce it. I would ask for three further measurements.
\begin{enumerate}
\item The permittivity well above $1/\tau$ and $(4\pi\sigma_2/\varepsilon_2)(1+\pi^2\lambda^2/d_2^2)$. The second rate is that of the first pole of the hyperbolic tangent in (\ref{screened}); its diffusion term matters when $d_2$ is not large compared with $\pi\lambda$. A value there above the series result for the separately measured layers cannot come from the carriers of this model. A value that agrees with it shows that the series combination has no fast enhancement, but does not exclude compensating changes in the two layers or a slow enhancement. It is also a weak test of a thin barrier: doubling $\varepsilon_1$ to 400 raises $\varepsilon_\infty$ only from 286 to 308, but $\varepsilon_s$ from about 1190 to 1700.
\item The conductivity of layer 2, measured independently over the same range of temperature. With $\lambda$ and the permittivities known there, (\ref{screened}) then predicts the position of the loss peak and its activation energy without adjustment.
\item A series of periods at fixed $f_1$. For $L=100$, 200, 400 and 2000~\AA, (\ref{static}) gives about 550, 850, 1190 and 1760, rising towards 2000. The lattice permittivities may themselves change with thickness. The high-frequency value of each sample tests only their series combination, so a change in $\varepsilon_1$ could pass almost unnoticed there and still alter the plateau.
\end{enumerate}
Until then the data support a weaker claim: the superlattice has a large low-frequency permittivity, to which interfacial charge may contribute most.

\section*{Computed values}
\begin{verbatim}
barrier thickness d1 = 40 angstrom
conductor thickness d2 = 360 angstrom
fractions f1, f2 = 0.10, 0.90
lattice permittivities e1, e2 = 200, 300
hbar*sigma2 = 1.0e-08 eV at kT = 0.025 eV
activation energy of sigma2 = 0.30 eV
carrier density = 1.0e-04 per cubic angstrom
-- sharp interface charge, insulating barrier
high-frequency permittivity = 285.7
relaxation step = 1714.3
static plateau = 2000.0
lattice part of eps-1 = 199.0
carrier part of eps-1 = 1800.0
relaxation rate hbar/tau = 5.984e-11 eV
same as frequency = 14.47 kHz
plateau if e1 were 10 = 100.0
eps at 1e-12 eV, no leak = 1999.5 + 28.6 i
eps at 1e-12 eV, hbar*sigma1 = 1e-12 eV: 1995.9 + 154.1 i
-- finite screening length, insulating barrier
screening length = 20.36 angstrom
2*lam*e1/e2 = 27.14 angstrom (compare d1)
static permittivity, formula = 1191.5
static permittivity, carrier solver = 1191.4
lattice part of eps-1 = 239.4
carrier part of eps-1 = 951.0
carrier share of eps-1 = 79.9 percent
loss peak = 1.070e-10 eV
same as frequency = 25.87 kHz
period 100 angstrom, same f1: static eps = 547.9
period 200 angstrom, same f1: static eps = 848.6
period 400 angstrom, same f1: static eps = 1191.5
period 2000 angstrom, same f1: static eps = 1761.0
-- temperature, lattice permittivities held constant
loss peak at kT = 0.022 eV: 2.022e-11 eV
loss peak at kT = 0.028 eV: 3.979e-10 eV
activation energy from loss peaks = 0.3059 eV
kT = 0.0150 eV, hbar*w = 1e-11 eV: Re eps = 285.7
kT = 0.0175 eV, hbar*w = 1e-11 eV: Re eps = 289.9
kT = 0.0200 eV, hbar*w = 1e-11 eV: Re eps = 483.5
kT = 0.0225 eV, hbar*w = 1e-11 eV: Re eps = 1108.3
kT = 0.0250 eV, hbar*w = 1e-11 eV: Re eps = 1183.6
kT = 0.0275 eV, hbar*w = 1e-11 eV: Re eps = 1167.6
kT = 0.0300 eV, hbar*w = 1e-11 eV: Re eps = 1147.1
maximum of Re eps at 1e-11 eV: kT = 0.0248 eV
maximum of Re eps at 1e-12 eV: kT = 0.0210 eV
\end{verbatim}
